\section*{How many points does angular quadrature of degree L need?}

\section*{Question}

Integrals over atoms in electronic-structure calculations are often split into radial shells, and on each shell a function must be averaged over all directions. Suppose the average has to be exact for every polynomial up to degree $L$. How many points does a Lebedev rule need, how many does a Gauss--Legendre times trapezoid grid need, and how does the difference scale with $L$?

\section*{Answer}

\subsection*{What has to be integrated}

A rule consists of $N$ unit vectors $\mathbf r_i$ and weights $w_i$ with $\sum_i w_i=1$. It has degree $L$ if
\begin{equation}
Q(f)\equiv\sum_{i=1}^{N}w_i f(\mathbf r_i)=\frac1{4\pi}\int f\,d\Omega\equiv\langle f\rangle
\end{equation}
for every polynomial $f(x,y,z)$ of degree at most $L$. All quantities here are pure numbers.

On the sphere $x^2+y^2+z^2=1$, so different polynomials can be the same function. A homogeneous polynomial of degree $d$ is a harmonic polynomial of degree $d$ plus $r^2$ times a polynomial of degree $d-2$. Repeating this split and setting $r=1$ leaves the spherical harmonics $Y_{lm}$ with $l\le L$. Their number is
\begin{equation}
\sum_{l=0}^{L}(2l+1)=L(L+1)+(L+1)=(L+1)^2 ,
\end{equation}
and this is the number of independent conditions on the rule.

Each point brings two angles and one weight. Setting the number of unknowns equal to the number of equations gives
\begin{equation}
3N\approx(L+1)^2\quad\Longrightarrow\quad N\approx\frac{(L+1)^2}{3}. \label{count}
\end{equation}
Three of the unknowns only rotate the whole rule, which changes the estimate by one point. The equations are nonlinear in the angles, so the count proves neither that a solution exists at this size nor that none exists below it. Both issues are taken up below.

\subsection*{The product grid}

Let $z=\cos\theta$. A product grid has $n$ values $z_i$ with positive weights $a_i$ and $M$ azimuths $\phi_j$ with positive weights $b_j$, each set of weights summing to 1. A harmonic is a function of $z$ times $e^{im\phi}$. Equally spaced azimuths give
\begin{equation}
\frac1M\sum_{j=0}^{M-1}e^{2\pi i mj/M}=0\qquad(0<|m|<M),
\end{equation}
because this is a geometric sum over complete turns. With $M=L+1$ every harmonic with $m\neq0$ is therefore averaged to zero, as it should be. What remains is a polynomial in $z$ of degree at most $L$, which Gauss--Legendre quadrature integrates exactly if $2n-1\ge L$. For odd $L$ this means $n=(L+1)/2$, and
\begin{equation}
N_{\rm prod}=nM=\frac{(L+1)^2}{2}. \label{prod}
\end{equation}
For even $L$ one needs $n=L/2+1$ and hence $(L+1)(L+2)/2$ points.

Neither $n$ nor $M$ can be made smaller. If $2n\le L$, the polynomial $\prod_i(z-z_i)^2$ is admissible and vanishes at every node, yet its mean is positive. For the azimuth, take $(x+iy)^m=\sin^m\theta\,e^{im\phi}$ with $1\le m\le L$. Its true mean is zero, while the product rule gives
\begin{equation}
\Big(\sum_i a_i\sin^m\theta_i\Big)\Big(\sum_j b_j e^{im\phi_j}\Big).
\end{equation}
The first factor is positive unless all nodes sit at the poles, and that is impossible for $L\ge2$ because it would give $\langle z^2\rangle=1$ instead of $1/3$. So the second factor must vanish, and the azimuthal rule is exact for all trigonometric polynomials of degree $L$. If $M\le L$, one of these is $\prod_j[1-\cos(\phi-\phi_j)]$, which is zero at all nodes but has a positive integral. Hence $M\ge L+1$.

These bounds concern $n$ and $M$, not the number of distinct points. A ring at a pole collapses to a single point. For odd $L$, Gauss--Lobatto quadrature, which includes $z=\pm1$, needs $(L+3)/2$ nodes, so the grid has $(L-1)/2$ full rings and two poles, or $(L^2+3)/2$ distinct points. This is $L-1$ fewer than (\ref{prod}), with the same leading term $L^2/2$. The comparisons below use the Gauss--Legendre grid.

The Gauss--Legendre product thus costs half as many points again as the estimate (\ref{count}). Each ring carries $M$ points although its circumference $2\pi\sin\theta$ shrinks towards the poles. Simply thinning the rings does not recover the loss: with $\lceil(L+1)\sin\theta_i\rceil$ equally spaced points on ring $i$ the grid for $L=29$ has 302 points, but it is exact only up to degree 6.

Keeping the rings but rotating some of them against the others leaves the strict product form and, when the number of rings $(L+1)/2$ is even ($L=3,7,11,\dots$), saves one point per ring. Take $L=23$ with 12 rings of 23 points. The harmonics that fail are those with $m=\pm23$, which requires $l=23$, so they are proportional to $\sin^{23}\theta\,e^{\pm23i\phi}$. Rotating the rings with $z<0$ by $\pi/23$ multiplies their contribution by $e^{\pm i\pi}=-1$, and it cancels that of the rings with $z>0$. The grid then has 276 points instead of 288. With an odd number of rings the one on the equator has no partner, and the saving can be impossible: for $L=5$ with 5 points per ring the equatorial term $4/9=0.444$ exceeds the sum $2\cdot\frac{5}{18}\cdot0.4^{5/2}=0.056$ of the other two, so no rotation cancels it.

\subsection*{Why symmetry leaves the estimate intact}

Lebedev rules are invariant under the 48 operations of the full octahedral group, which permute the coordinates and change their signs. For such a rule $Q(f)$ is unchanged when $f$ is replaced by its average over the group, and so is $\langle f\rangle$. It is enough to integrate invariant polynomials.

An invariant polynomial is even in each coordinate and symmetric in $x^2,y^2,z^2$. It is therefore a polynomial in
\begin{equation}
x^2+y^2+z^2=1,\quad s=x^2y^2+y^2z^2+z^2x^2,\quad q=x^2y^2z^2 .
\end{equation}
On the sphere the functions $s^aq^b$ with $4a+6b\le L$ form a basis. Let $n(L)$ be their number. For large $L$ it is the area of a triangle with legs $L/4$ and $L/6$, so $n(L)\simeq L^2/48$.

The points come in orbits, each with a single weight:
\begin{itemize}
\item 6 points on the coordinate axes, 8 on the body diagonals, or 12 along directions such as $(1,1,0)$: one parameter, the weight;
\item 24 points on mirror planes: two parameters, one angle and the weight;
\item 48 points in general position: three parameters.
\end{itemize}
A general orbit costs $48/3=16$ points per parameter, so general orbits alone would need
\begin{equation}
N\simeq16\,n(L)\simeq\frac{16L^2}{48}=\frac{L^2}{3}.
\end{equation}
Symmetry divides the equations by 48 and multiplies the points per orbit by 48, which returns the leading term of (\ref{count}).

The 24-point orbits cost only 12 points per parameter. If they could do all the work, $N$ would fall to $L^2/4$. The following count shows why they cannot. The nine mirror planes are the zeros of the linear factors of
\begin{equation}
J=xyz\,(x^2-y^2)(y^2-z^2)(z^2-x^2),
\end{equation}
which has degree 9. Consider an invariant that vanishes on all the mirror planes. Its terms have even degree, so factors of $r^2$ make it homogeneous without raising its degree. It is then divisible by each of the nine linear factors. Reflection in a plane changes the sign of the corresponding factor but leaves the invariant unchanged, so each factor must occur to an even power. The invariant therefore equals $J^2$, of degree 18, times another invariant. There are $n(L-18)$ independent functions of this kind, and only general orbits see them. With $K$ general orbits, counting asks for
\begin{equation}
3K\ge n(L-18)\quad\Longrightarrow\quad N\ge48K\ge16\,n(L-18)\simeq\frac{L^2}{3}. \label{mirror}
\end{equation}
Within the count, cheap orbits can change the terms linear in $L$ but not the leading one.

\subsection*{From the estimate to the actual sizes}

For the series $L=6m+5$ the bookkeeping can be completed. Since $4a+6b$ is even, the condition $4a+6b\le6m+5$ is the same as $2a+3b\le3m+2$. With $c=m-b$, which runs from 0 to $m$, the number of allowed $a$ is $\lfloor(3c+2)/2\rfloor+1=\lfloor3c/2\rfloor+2$. The floor removes $1/2$ for each odd $c$. Let $\epsilon=0$ for even $m$ and $\epsilon=1$ for odd $m$; there are $(m+\epsilon)/2$ odd values of $c$. Then
\begin{align}
n(L)&=2(m+1)+\frac32\,\frac{m(m+1)}2-\frac12\,\frac{m+\epsilon}{2}\nonumber\\
&=\frac{8m+8+3m^2+3m-m-\epsilon}{4}=\frac{3m^2+10m+8-\epsilon}{4}.
\end{align}

The orbit composition is not fixed by this argument. It was read from the tabulated rules for $m=0,\dots,21$, that is, up to $L=131$, by grouping points with the same set of absolute coordinates. Each rule has one 6-point orbit, one 8-point orbit, $\epsilon$ 12-point orbits and $2m-\epsilon$ 24-point orbits. In each of them the number of parameters equals $n(L)$:
\begin{equation}
2+\epsilon+2(2m-\epsilon)+3K=n(L).
\end{equation}
Solving for $K$,
\begin{align}
3K&=\frac{3m^2+10m+8-\epsilon}{4}-4m-2+\epsilon
=\frac{3m^2-6m+3\epsilon}{4},\nonumber\\
K&=\frac{m^2-2m+\epsilon}{4}.
\end{align}
The number of points is then
\begin{align}
N_{\rm Leb}&=6+8+12\epsilon+24(2m-\epsilon)+48K\nonumber\\
&=14+12\epsilon+48m-24\epsilon+12m^2-24m+12\epsilon\nonumber\\
&=12(m+1)^2+2=\frac{(L+1)^2}{3}+2, \label{leb}
\end{align}
where the last step uses $L+1=6(m+1)$. The terms in $\epsilon$ cancel, so even and odd $m$ obey the same formula. Dividing by (\ref{prod}) gives
\begin{equation}
\frac{N_{\rm Leb}}{N_{\rm prod}}=\frac23+\frac{4}{(L+1)^2}.
\end{equation}

\begin{center}
\begin{tabular}{rrrrr}
$L$ & $(L+1)^2/3$ & Lebedev & product & ratio\\
5 & 12 & 14 & 18 & 0.778\\
11 & 48 & 50 & 72 & 0.694\\
29 & 300 & 302 & 450 & 0.671\\
59 & 1200 & 1202 & 1800 & 0.668\\
131 & 5808 & 5810 & 8712 & 0.667
\end{tabular}
\end{center}

Against the Gauss--Legendre grid the saving is 22\% at $L=5$ and approaches one third. Against the Gauss--Lobatto grid, with $(L^2+3)/2$ points, there is no saving at $L=3,5,7$ (6, 14 and 26 points for both rules), 302 points stand against 422 at $L=29$, and the limit is again one third. Outside the series the excess over the estimate can be larger: the Lebedev rule of degree 7 has 26 points against an estimate of 21.3, and that of degree 9 has 38 against 33.3.

\subsection*{What is proved and what is only counted}

A true lower bound follows from a different argument. Let $t=\lfloor L/2\rfloor$ and suppose $N<(t+1)^2$. Requiring a polynomial of degree $t$ to vanish at all $N$ nodes gives $N$ linear equations for $(t+1)^2$ coefficients, so a nonzero real solution $p$ exists. Its square has degree $2t\le L$. The rule gives $Q(p^2)=0$, but $\langle p^2\rangle>0$. Hence every rule of degree $L$, whatever the signs of its weights, satisfies
\begin{equation}
N\ge(\lfloor L/2\rfloor+1)^2,
\end{equation}
which is $(L+1)^2/4$ for odd $L$. For $L=29$ this demands at least 225 points, against 302 in the Lebedev rule. The bound does not exclude rules smaller than the estimate (\ref{count}).

One such rule uses the 12 vertex directions and the 20 face directions of an icosahedron. The invariants of the full icosahedral group are generated in degrees 2, 6 and 10, and the one of degree 2 is constant on the sphere. Up to degree 9 there are thus two conditions, of degrees 0 and 6, for two weights. Let $W$ be the total weight of the vertices and $1-W$ that of the faces. The degree-6 condition can be imposed on
\begin{equation}
P_6(\mu)=\frac{231\mu^6-315\mu^4+105\mu^2-5}{16},
\end{equation}
where $\mu$ is the cosine of the angle to one chosen vertex.

Two of the vertices have $\mu^2=1$ and ten have $\mu^2=1/5$, where $P_6=0.328$. The vertex average is $(2+10\times0.328)/12=0.44$.

A face direction is the normalized sum of three vertex vectors with mutual scalar products $1/\sqrt5$, and the squared length of this sum is $3(1+2/\sqrt5)$. If the chosen vertex or its opposite belongs to the face, the scalar product with the sum is $\pm(1+2/\sqrt5)$; otherwise it is $\pm1/\sqrt5$. So ten faces have $\mu^2=u_+$ and ten have $\mu^2=u_-$, with $u_\pm=(5\pm2\sqrt5)/15$. From $u_++u_-=2/3$ and $u_+u_-=1/45$ one finds $u_+^2+u_-^2=2/5$ and $u_+^3+u_-^3=34/135$. The face average is
\begin{equation}
\frac1{32}\left(231\cdot\frac{34}{135}-315\cdot\frac25+105\cdot\frac23-10\right)=-\frac{11}{45}.
\end{equation}
The condition $0.44\,W-(11/45)(1-W)=0$ gives $W=5/14$. Each vertex has weight $W/12=0.02976$ and each face direction $(1-W)/20=0.03214$. Evaluating the rule on all harmonics confirms degree 9: the errors vanish to rounding up to $l=9$ and not at $l=10$. The rule has 32 points, fewer than $10^2/3=33.3$. The number $(L+1)^2/3$ is therefore a measure of efficiency, not a minimum.

\subsection*{A numerical case: degree 29}

Here $m=4$ and $\epsilon=0$, so $n(29)=(48+40+8)/4=24$. The Lebedev rule has one 6-point orbit, one 8-point orbit, eight 24-point orbits and $K=(16-8)/4=2$ general orbits. Its parameters number $1+1+16+6=24$, and its points
\begin{equation}
6+8+8\times24+2\times48=302 .
\end{equation}
The mirror-plane condition (\ref{mirror}) reads $6\ge n(11)=5$ and is met. The product grid needs $15\times30=450$ points.

To see what this means for an integrand that is not a polynomial, take $f(\mathbf r)=e^{\mathbf k\cdot\mathbf r}$ with $k=|\mathbf k|=20$. With $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf r$, the exact mean is
\begin{equation}
\frac12\int_{-1}^{1}e^{k\mu}\,d\mu=\frac{\sinh k}{k}=1.213\times10^{7}.
\end{equation}
The rules were applied for 200 random directions of $\mathbf k$. The root-mean-square errors, relative to the exact mean, are
\begin{itemize}
\item Lebedev, $L=29$, 302 points: $1.6\times10^{-9}$;
\item product, $L=29$, 450 points: $1.6\times10^{-9}$;
\item product, $L=23$, 288 points: $1.2\times10^{-6}$.
\end{itemize}
These values carry sampling noise of roughly 10\%: averaged over all directions of $\mathbf k$ the three errors are $1.6\times10^{-9}$, $1.5\times10^{-9}$ and $1.4\times10^{-6}$. Expanded in harmonics, $f$ has components of all $l$. A rule of degree $L$ treats those up to $l=L$ without error, so its error comes from the tail beginning at $l=L+1$. The first two rules both begin to fail at $l=30$. The size of the error also depends on how strongly each rule responds to these harmonics, so equal degree does not by itself imply equal error; in this example the two errors happen to be of nearly the same size, although the product uses 148 more points. The third has nearly the size of the Lebedev rule, but its tail begins at $l=24$ instead of $l=30$, and its error is about 800 times larger in this sample (about 850 times when averaged over all directions).

This is the other way to read the scaling. At a fixed number of points $N$, the leading estimates give $L+1\approx\sqrt{3N}$ for Lebedev rules and $\sqrt{2N}$ for products. The attainable degree is higher by a factor $\sqrt{3/2}\approx1.22$. For a smooth integrand whose components fall off rapidly with $l$, this modest gain in degree can be a large gain in accuracy.

\subsection*{When the product grid is the better choice}

The comparison assumes that all $(L+1)^2$ harmonics matter. If the integrand is nearly symmetric about a known axis, it may contain only $|m|\le m_{\max}$ when that axis is taken as $z$. The azimuthal sum then needs $m_{\max}+1$ points, and the product costs $(L+1)(m_{\max}+1)/2$ for odd $L$. This is less than $(L+1)^2/3$ when
\begin{equation}
m_{\max}+1<\frac23(L+1).
\end{equation}
In the limit of full axial symmetry, $m_{\max}=0$, the $(L+1)/2$ Gauss--Legendre nodes suffice and the cost grows linearly with $L$. The product grid can also be written down for any $L$, whereas a Lebedev rule with adjustable directions requires the solution of a nonlinear system. The saving of nearly one third applies when all harmonics up to degree $L$ matter, at the larger degrees covered by (\ref{leb}).
